Does a zero Hall coefficient mean equal electron and hole densities?

**Question**

I am modelling a lightly doped p-type silicon bar that is warmed until thermally generated electrons matter. Cold, the Hall coefficient is positive, as expected for holes. On heating it falls, passes through zero and turns negative.

Holes and electrons give Hall coefficients of opposite sign, so I took the zero to be the temperature at which n = p. But the bar contains 10¹⁴ cm⁻³ ionised acceptors, and charge neutrality then demands p − n = 10¹⁴ cm⁻³ at every temperature. The two densities can never be equal. In my model the electrons are three times as mobile as the holes. What does the zero tell me about n and p?

**Answer**

Your neutrality argument is right, and the reading of the zero has to go. A vanishing Hall coefficient says that the sideways currents which the magnetic field drives in the two species cancel by themselves, with no sideways electric field to help. Those currents depend on mobility as well as on density, and on mobility more strongly.

**The weak-field Hall coefficient**

Let the current flow along x and the magnetic field B point along z, with no net current along y. Define R_H = E_y/(j_x B). Let e be the positive elementary charge, and let s = +1 for holes and s = −1 for electrons. Suppose each species has an isotropic mass m and a single relaxation time τ, and that both densities are uniform across the bar. In steady motion the electric and magnetic forces balance the friction mv/τ, so with mobility μ = eτ/m

v = sμ(E + v×B).

Since v×B = (v_y B, −v_x B, 0), the components are

v_x = sμ(E_x + v_y B),
v_y = sμ(E_y − v_x B).

For a weak field, μB ≪ 1, keep first order in B. The sideways velocity is itself of first order, so v_y B is of second order and v_x = sμE_x. Inserting this in the second equation, with s² = 1, gives

holes: v_y = μh E_y − μh² E_x B,
electrons: v_y = −μe E_y − μe² E_x B.

The magnetic terms have the same sign. Electrons have the opposite charge but also travel the opposite way along x, so both species are pushed towards the same edge. The sideways charge current is

j_y = e(p v_y,holes − n v_y,electrons)
= e[(pμh + nμe)E_y − (pμh² − nμe²)E_x B].

Setting it to zero gives the Hall field:

E_y = E_x B (pμh² − nμe²)/(pμh + nμe).

Along the bar, j_x = e(pμh + nμe)E_x. Dividing E_y by j_x B,

R_H = (pμh² − nμe²)/[e(pμh + nμe)²].

For n = 0 this is 1/(ep), the usual result for holes. With b = μe/μh, the numerator vanishes when

p/n = b².

For b = 3 there must be nine holes per electron. Only for b = 1 does the zero mean equal densities.

The mobility is squared because it enters twice. It sets the forward speed, and hence the magnetic force; it then sets the sideways response to that force. Ordinary conduction contains it once. At the zero the holes therefore still carry most of the current:

pμh/(pμh + nμe) = 9/(9 + 3) = 3/4.

If the densities really are equal, the numerator is nμh²(1 − b²) and the denominator is en²μh²(1 + b)². Cancelling a factor 1 + b leaves

R_H = −(b − 1)/[(b + 1)en],

which is −1/(2en) for b = 3. Someone who assumed electrons alone would infer a density of 2n.

**Your bar in numbers**

Take μe = 540 cm²/Vs and μh = 180 cm²/Vs, held fixed as the temperature varies. Neutrality with p = 9n gives 8n = 10¹⁴ cm⁻³, so

n = 1.25×10¹³ cm⁻³,
p = 1.125×10¹⁴ cm⁻³.

In thermal equilibrium np = n_i², where n_i is the density of each species in undoped material. Here n_i² = 9n², so n_i = 3n = 3.75×10¹³ cm⁻³. To find the temperature, use

n_i = √(N_c N_v) exp[−E_g/(2kT)],

where each band density N_c or N_v equals 2(mkT/2πħ²)^(3/2). With a rough gap E_g = 1.08 eV and rough density-of-states masses of 1.1 (electrons) and 1.0 (holes) electron masses, a numerical root search places the zero of R_H at 445 K.

An undoped bar at that temperature has n = p = n_i, and yet

R_H = −1/(2en_i) = −8.3×10⁴ cm³/C.

So here the sample with equal densities has a large Hall coefficient, and the sample with a ninefold imbalance has none.

For a bar 5 mm wide, driven at 1 V/cm in 0.5 T, the undoped Hall voltage E_y w is

−E_x B(μe − μh)w = −(100 V/m)(0.5 T)(0.036 m²/Vs)(0.005 m) = −9.0 mV.

Holes alone would give E_x Bμh w = +4.5 mV. In your doped bar, at the same driving field and with the gap held fixed, the voltage is +0.19 mV one kelvin below the zero and −0.19 mV one kelvin above it. The narrowing of silicon's gap on heating would raise this to about 0.21 mV.

**What a stronger field does**

The force balance can also be solved without expanding in B. With a = sμB it reads

v_x − a v_y = sμE_x,
a v_x + v_y = sμE_y.

Adding a times the second line to the first eliminates v_y; subtracting a times the first from the second eliminates v_x:

v_x = sμ(E_x + aE_y)/(1 + a²),
v_y = sμ(E_y − aE_x)/(1 + a²).

Summing the charge currents gives j_x = PE_x + QE_y and j_y = PE_y − QE_x, with

P = e[pμh/(1 + μh²B²) + nμe/(1 + μe²B²)],
Q = eB[pμh²/(1 + μh²B²) − nμe²/(1 + μe²B²)].

From j_y = 0 follows E_y = (Q/P)E_x. Then j_x = (P² + Q²)E_x/P, and R_H = Q/[B(P² + Q²)].

To simplify the denominator, note that

P + iQ = e[pμh/(1 − iμhB) + nμe/(1 + iμeB)].

Put this over a common denominator and take the squared modulus:

P² + Q² = e²[(pμh + nμe)² + (p − n)²μe²μh²B²]/[(1 + μh²B²)(1 + μe²B²)].

Q over the same denominator has the numerator eB[pμh² − nμe² + (p − n)μe²μh²B²]. The common denominator cancels in the ratio, so

eR_H = [pμh² − nμe² + (p − n)μe²μh²B²]/[(pμh + nμe)² + (p − n)²μe²μh²B²].

At p = 9n and b = 3 the first two terms of the numerator cancel, but the field term remains. To leading order

E_y/E_x = Q/P = 72nμh⁴B³/(12nμh) = 6(μhB)³.

At 0.5 T, μhB = 0.009, and the remaining voltage is 6(0.009)³ × 0.5 V = 2.2 μV. The Hall voltage of this bar thus starts as B³, not as B.

In the opposite limit, with p ≠ n, the terms in B² dominate and

R_H → 1/[e(p − n)].

This does measure the density difference. For your bar the limit is 6.2×10⁴ cm³/C, but μhB reaches 1 only at 56 T. The limit also belongs to this classical model, which ignores the quantisation of orbits in strong fields.

**When scattering depends on energy**

With a spread of relaxation times, conduction involves the average ⟨τ⟩, while the magnetic deflection involves ⟨τ²⟩. The deflection term is therefore rμ², where μ is the drift mobility and r = ⟨τ²⟩/⟨τ⟩² is the Hall factor. The zero moves to

p/n = b² r_e/r_h.

For parabolic bands and Boltzmann statistics, the averages carry the weight u^(3/2)e^(−u), with u the kinetic energy over kT: the density of states supplies u^(1/2) and the squared velocity supplies u. Acoustic phonons give τ ∝ u^(−1/2), hence

r = Γ(3/2)Γ(5/2)/Γ(2)² = 3π/8 = 1.18.

Silicon's electrons also sit in three pairs of ellipsoidal valleys. In one valley the deflection term is proportional to 1/(m_x m_y) and the conduction term to 1/m_x. Averaging over the valleys, with long mass m_l, transverse mass m_t and K = m_l/m_t, gives the extra factor

⟨1/(m_x m_y)⟩/⟨1/m_x⟩² = 3(2/(m_l m_t) + 1/m_t²)/(1/m_l + 2/m_t)²
= 3K(K + 2)/(2K + 1)².

For masses of 0.92 and 0.19 electron masses this is 0.87, so r_e = 1.18 × 0.87 = 1.03. With a rough hole value r_h = 0.8, the zero lies at p/n = 9 × 1.03/0.8, about 12. This counts acoustic phonons only. In warm silicon, scattering between valleys matters too. Rough estimates at 445 K that include it put r_e near 1.17 for parabolic valleys and near 1.26 when the nonparabolicity of the conduction band is added. The value 0.8 for holes is closer to a room-temperature one; a model with the warped valence bands and optical phonons gives about 0.75 at 445 K. With b = 3 the ratio is then about 14 to 15.

**When carriers pile up at the edges**

At the zero there is no Hall field, yet both species drift towards the same edge in equal numbers. Their charge currents cancel, but their particle flows do not. Uniform densities therefore require pairs to recombine at one edge and to be generated at the other.

Consider the opposite case, with reflecting edges and no recombination. Each particle flow must then vanish separately. Neutrality gives both species the same density gradient g, and the diffusion constants are D = μV_T with V_T = kT/e:

holes: pμhE_y − pμh²E_x B − μhV_T g = 0,
electrons: −nμeE_y − nμe²E_x B − μeV_T g = 0.

Divide the first by μh and the second by μe, then subtract to remove g:

(p + n)E_y = E_x B(pμh − nμe).

Now the Hall field vanishes at p/n = b, which is 3 instead of 9. Even here it is not 1.

Between the limits, let δ be the small excess density of each species and t_r its recombination time. Eliminating E_y from the two flows, by weighting the hole flow with nμe and the electron flow with pμh, leaves a common flow F₀ − D_a dδ/dy, where F₀ is the flow at uniform density and

D_a = μeμhV_T(n + p)/(nμe + pμh).

Particle balance then gives d²δ/dy² = δ/L² with L² = D_a t_r. For reflecting edges at y = ±w/2 the gradient is

dδ/dy = g cosh(y/L)/cosh(w/2L),

because at the edges the flow vanishes and the gradient must take its no-recombination value g. Its average across the bar is fg, with f = tanh(x)/x and x = w/(2L). Since E_y is linear in the gradient, its average is (1 − f) times the uniform result plus f times the reflecting one. With r now standing for p/n, no longer the Hall factor, it vanishes when

(1 − f)(r − b²)/(r + b) + f(r − b)/(r + 1) = 0.

I solved this numerically for the 5 mm bar, with V_T at 445 K. A lifetime of 10 μs gives L = 0.13 mm and p/n = 8.6. A lifetime of 1 ms gives L = 1.26 mm, x = 1.98, f = 0.49 and p/n = 5.7. If instead the edges recombine fast enough to hold δ = 0 there, δ vanishes throughout and the uniform result returns. The scale for "fast" is D_a/L, about 130 cm/s for the 1 ms lifetime: an edge recombination velocity of 100 cm/s moves the zero from 5.7 to 7.0, and 10³ cm/s to 8.6. The profile also needs distance along the bar to build up, since the excess pairs drift with E_x; at 1 V/cm and 1 ms this takes 2 to 3 mm from the end contact.

These ratios are for the averaged electrostatic field, which is not what a voltmeter reads. Probes respond to Fermi levels, and those of electrons and holes differ where carriers pile up. For the 1 ms lifetime, a probe that followed the hole level alone would show its zero at p/n = 3.4. A small ohmic probe that exchanges both carriers freely and draws no net current reads the mean of the two levels, weighted by the two conductivities. Because j_y = 0, the gradient of that mean follows the uniform result to first order in δ, so such a probe shows its zero at p/n = 9 again.

**How this compares with real silicon**

The mobilities are rough values for lightly doped silicon near 450 K, and 10¹⁴ cm⁻³ is light but realistic doping. The 445 K depends on the rough gap and masses. The mobility ratio matters more for the density reading: 2.7 gives p/n = 7.3 and 3.3 gives 10.9, with unit Hall factors. Lifetimes vary widely with purity and surface treatment. How much a long lifetime shifts the measured zero depends on the edges and on the voltage probes.

Two other approximations are harmless here. The hole density is only 2.5×10⁻⁶ of N_v, so Boltzmann statistics suffice. For acceptors 45 meV above the valence band, the neutral fraction is about 4(p/N_v)exp(45 meV/kT) = 3×10⁻⁵. Friction between electrons and holes has been left out and not estimated.

To turn the zero into densities, you need a second measurement and the mobilities. With uniform densities, unit Hall factors and b = 3, the conductivity at the zero is

σ = e(9nμh + 3nμh) = 12enμh,

so n = σ/(12eμh) and p = 9n. Alternatively, if the net doping is known, neutrality gives n = N_A/8 under the same assumptions, as it did for your bar. With the ratio of about 14 to 15 estimated above for real silicon, it would give n between N_A/14 and N_A/13 instead, roughly 40% less.

Numbers in the example were calculated in double precision.
